# Casimir's quadrupole energy and the 1:2:3 triplet of H35Cl

## From a fixed field gradient to a 6j symbol

### The decision

A simulation of the $J=1\leftarrow0$ line of H$^{35}$Cl needs a rule for placing three components around the rotational line centre $2B$. An electronic-structure program supplies one number, the electric field gradient at chlorine, with a sign. Two decisions hang on what is done with it: which component lies on which side, and which frequency is to be called $2B$. The strongest component does not lie at the centre, so taking its frequency for $2B$ gives a wrong rotational constant $B$.

I start with a nucleus in a gradient that does not move, then let the molecule rotate, and then couple the two angular momenta. Angular momenta are in units of $\hbar$. The molecule is a rigid linear rotor in a closed-shell electronic state. One nucleus, on the axis, has a quadrupole moment; the spin of the proton is left out.

### A nucleus in a fixed gradient

Let $\rho_n(\mathbf x)$ be the nuclear charge density about the nuclear centre and $V(\mathbf x)$ the potential of all charges outside the nucleus. The electrostatic energy is $\int\rho_nV\,d^3x$. I expand $V$ in a Taylor series about the centre. The constant term is the energy of a point charge. The linear term contains the nuclear electric dipole, which vanishes in a nuclear state of definite parity. The quadratic term is

$$
\frac12\sum_{ab}V_{ab}\int\rho_n x_ax_b\,d^3x ,\qquad V_{ab}=\frac{\partial^2V}{\partial x_a\partial x_b}\bigg|_0 .
$$

Writing $x_ax_b=\frac13(3x_ax_b-\delta_{ab}r^2)+\frac13\delta_{ab}r^2$ splits it into two parts:

$$
\frac16\sum_{ab}V_{ab}\int\rho_n(3x_ax_b-\delta_{ab}r^2)\,d^3x+\frac16\Big(\sum_aV_{aa}\Big)\int\rho_nr^2\,d^3x .
$$

The second part comes from electron density at the nucleus. It depends on neither the nuclear orientation nor the direction of the molecular axis, so in this model it shifts all levels equally and I drop it. In the first part the trace of $V_{ab}$ contributes nothing, because the other factor is traceless. From here on $V_{ab}$ means the traceless part of the second-derivative tensor. The quadrupole interaction is then

$$
H_Q=\frac16\sum_{ab}V_{ab}Q_{ab},\qquad Q_{ab}=\int\rho_n(3x_ax_b-\delta_{ab}r^2)\,d^3x ,
$$

with $Q_{ab}$ read as an operator on the nuclear state.

The nucleus stays in its ground level of spin $I$. Within such a set of $2I+1$ states, the Wigner–Eckart theorem makes all symmetric traceless tensors of rank 2 proportional to each other. Hence

$$
Q_{ab}=K\left[\tfrac32(I_aI_b+I_bI_a)-\delta_{ab}I(I+1)\right].
$$

The moment $Q$ is defined by the state with the largest projection: $eQ=\langle II|Q_{zz}|II\rangle$. The bracket there equals $3I^2-I(I+1)=I(2I-1)$, so $K=eQ/[I(2I-1)]$.

Let $z$ be the molecular axis and $q=V_{zz}$. Axial symmetry and zero trace give $V_{xx}=V_{yy}=-q/2$, with vanishing off-diagonal elements. Since $Q_{xx}+Q_{yy}=-Q_{zz}$,

$$
H_Q=\frac16\left[qQ_{zz}-\frac q2(Q_{xx}+Q_{yy})\right]=\frac16\cdot\frac32\,qQ_{zz}=\frac q4Q_{zz} .
$$

With $k$ for the nuclear projection on the axis, the energies are

$$
E_k=eqQ\,\frac{3k^2-I(I+1)}{4I(2I-1)} .
$$

For $I=3/2$ the denominator is 12. The numerator is $27/4-15/4=3$ for $k=\pm3/2$ and $3/4-15/4=-3$ for $k=\pm1/2$. The levels are $+eqQ/4$ and $-eqQ/4$, each twofold.

**Limit: small spin.** For $I=0$ or $1/2$ there is no quadrupole energy. A rank-2 operator connects states of spin $I$ with each other only if $2\le 2I$. The formula above therefore applies to $I\ge1$, where its denominator is not zero.

### Letting the molecule rotate

In a rotating molecule the axis has a direction $\mathbf n$ relative to space-fixed axes $X,Y,Z$. The tensor with value $q$ along $\mathbf n$ and $-q/2$ across it is

$$
V_{ab}=\frac q2(3n_an_b-\delta_{ab}).
$$

To first order in $H_Q$, I need its matrix elements within one rotational level $J$. All of them follow from one number, for the same reason as for the nucleus. I choose

$$
q_J=\langle JJ|V_{ZZ}|JJ\rangle=\frac q2\left(3\langle\cos^2\theta\rangle-1\right).
$$

The state $|JJ\rangle$ has the angular density $|Y_{JJ}|^2\propto\sin^{2J}\theta$. With $x=\cos\theta$,

$$
\langle\cos^2\theta\rangle=\frac{D}{A_J},\qquad D=\int_{-1}^1x^2(1-x^2)^Jdx,\quad A_J=\int_{-1}^1(1-x^2)^Jdx .
$$

There are two ways to write $D$. Replacing $x^2$ by $1-(1-x^2)$ gives $D=A_J-A_{J+1}$. Integration by parts, with $x(1-x^2)^J$ as the derivative of $-(1-x^2)^{J+1}/[2(J+1)]$, gives $D=A_{J+1}/[2(J+1)]$, because the boundary term vanishes. Eliminating $A_{J+1}$ gives $D=A_J-2(J+1)D$, so $D=A_J/(2J+3)$ and $\langle\cos^2\theta\rangle=1/(2J+3)$. Then

$$
q_J=\frac q2\cdot\frac{3-(2J+3)}{2J+3}=-\frac{J}{2J+3}\,q .
$$

The minus sign has a plain meaning. In the state $|JJ\rangle$ the axis stays mostly near the plane perpendicular to $Z$, so the nucleus sees along $Z$ mainly the transverse gradient $-q/2$.

**Limits.** For $J=0$ all directions are equally likely and $q_0=0$. For $J\to\infty$ the axis turns in the plane and $q_J\to-q/2$. For $J=1$, $q_1=-q/5$.

### The one coupled state that needs no coupling theory

The total angular momentum is $\mathbf F=\mathbf J+\mathbf I$. The interaction $H_Q$ is unchanged when rotor and nucleus are rotated together, so it conserves $F$ and its projection $M$. For given $J$ and $I$ each $F$ occurs once, and the first-order energy is simply the expectation value of $H_Q$.

For this I use spherical components. For a symmetric traceless tensor $T_{ab}$ define

$$
T_0=\tfrac12T_{ZZ},\quad T_{\pm1}=\mp\frac{T_{XZ}\pm iT_{YZ}}{\sqrt6},\quad T_{\pm2}=\frac{T_{XX}-T_{YY}\pm2iT_{XY}}{2\sqrt6} .
$$

Multiplying out gives

$$
\sum_p(-1)^pV_pQ_{-p}=\frac{V_{ZZ}Q_{ZZ}}4+\frac{V_{XZ}Q_{XZ}+V_{YZ}Q_{YZ}+V_{XY}Q_{XY}}3+\frac{(V_{XX}-V_{YY})(Q_{XX}-Q_{YY})}{12}.
$$

This is $\frac16\sum_{ab}V_{ab}Q_{ab}$. The off-diagonal elements occur twice there, which gives their factor $1/3$. For the diagonal ones, zero trace gives

$$
V_{XX}Q_{XX}+V_{YY}Q_{YY}=\tfrac12V_{ZZ}Q_{ZZ}+\tfrac12(V_{XX}-V_{YY})(Q_{XX}-Q_{YY}),
$$

and adding $V_{ZZ}Q_{ZZ}$ and dividing by 6 gives the coefficients $1/4$ and $1/12$. So $H_Q=\sum_p(-1)^pV_pQ_{-p}$.

The state with $F=J+I$ and $M=F$ is the simple product $|JJ\rangle|II\rangle$. In its expectation value the $p=0$ term alone survives, since the others change the projections:

$$
E(F=J+I)=\frac{q_J}2\cdot\frac{eQ}2=\frac{eQq_J}4 .
$$

For H$^{35}$Cl with $J=1$ and $I=3/2$ this places the $F=5/2$ level at $-eqQ/20$. The levels $F=3/2$ and $1/2$ are mixtures of products and need the general treatment.

### The general state: four 3j symbols

The Wigner–Eckart theorem, in the convention used here, reads

$$
\langle jm|T_p|jm'\rangle=(-1)^{j-m}\begin{pmatrix}j&2&j\\-m&p&m'\end{pmatrix}\langle j\|T\|j\rangle .
$$

Abbreviate the 3j symbol of the stretched state by

$$
s_j=\begin{pmatrix}j&2&j\\-j&0&j\end{pmatrix}.
$$

For $m=m'=j$ the phase is $+1$. Since $V_0=V_{ZZ}/2$ and $Q_0=Q_{ZZ}/2$,

$$
\langle J\|V\|J\rangle=\frac{q_J}{2s_J},\qquad\langle I\|Q\|I\rangle=\frac{eQ}{2s_I} .
$$

The coupled states are

$$
|FM\rangle=\sum_{mk}(-1)^{J-I+M}\sqrt{2F+1}\begin{pmatrix}J&I&F\\m&k&-M\end{pmatrix}|Jm\rangle|Ik\rangle .
$$

In the expectation value the phase $(-1)^{J-I+M}$ appears squared, and since $J-I+M$ is an integer it gives $+1$. The energy does not depend on $M$, so I average over the $2F+1$ values of $M$, which cancels the factor $2F+1$:

$$
E(F)=\langle J\|V\|J\rangle\langle I\|Q\|I\rangle\sum(-1)^{p+J-m+I-k}P ,
$$

$$
P=\begin{pmatrix}J&I&F\\m&k&-M\end{pmatrix}\begin{pmatrix}J&I&F\\m'&k'&-M\end{pmatrix}\begin{pmatrix}J&2&J\\-m&p&m'\end{pmatrix}\begin{pmatrix}I&2&I\\-k&-p&k'\end{pmatrix}.
$$

The sum runs over all projections. It no longer knows anything about charges; it is a pure number fixed by $J$, $I$ and $F$. Such a contraction of four 3j symbols defines the 6j symbol:

$$
\begin{Bmatrix}j_1&j_2&j_3\\j_4&j_5&j_6\end{Bmatrix}=\sum(-1)^{\sum_i(j_i-m_i)}\begin{pmatrix}j_1&j_2&j_3\\-m_1&-m_2&-m_3\end{pmatrix}\begin{pmatrix}j_1&j_5&j_6\\m_1&-m_5&m_6\end{pmatrix}
$$
$$
\times\begin{pmatrix}j_4&j_2&j_6\\m_4&m_2&-m_6\end{pmatrix}\begin{pmatrix}j_4&j_5&j_3\\-m_4&m_5&m_3\end{pmatrix}.
$$

I set $(j_1,\dots,j_6)=(F,I,J,2,J,I)$ and $(m_1,\dots,m_6)=(M,-k,-m,-p,m',-k')$. The four factors are then those of $P$ up to reordering. An odd permutation of columns, or a reversal of all projections, multiplies a 3j symbol by $(-1)^{j_1+j_2+j_3}$, with the three angular momenta of that symbol. The first factor needs one exchange and the second a reversal, each giving $(-1)^{J+I+F}$; together they give $+1$. The third needs an exchange, giving $(-1)^{2I}$. The fourth needs a cyclic reordering, which has no sign.

The phase in the definition has the exponent $F+2I+2J+2-M+k+m+p-m'+k'$. With $M=m'+k'$, the terms $-M-m'+k'$ add up to $-2m'$, which is even because the rotor has integer $m'$. The terms $2J$ and $2$ are even too, and $(-1)^{2I}$ cancels the sign of the third factor. What remains is

$$
\begin{Bmatrix}F&I&J\\2&J&I\end{Bmatrix}=\sum(-1)^{F+m+k+p}P .
$$

Since $m+k=M$, the phase in the energy differs from this one by $(-1)^{J+I-F-2M}$. Here $(-1)^{2M}=(-1)^{2F}$, and $4F$ is even, so the difference is $(-1)^{J+I+F}$. Therefore

$$
E(F)=(-1)^{J+I+F}\begin{Bmatrix}F&I&J\\2&J&I\end{Bmatrix}\frac{q_J}{2s_J}\,\frac{eQ}{2s_I} .
$$

**Limit: $J=0$.** The 6j symbol requires that $J$, 2 and $J$ can form a triangle. For $J=0$ they cannot, and the lower level of the line is not split in first order.

## From the 6j symbol to the three lines

### What is carried over

A linear rotor in level $J$ carries a nucleus of spin $I$ and moment $Q$ on its axis. The gradient along the axis is $q$, and $q_J=-qJ/(2J+3)$ is its expectation value along $Z$ in the state $|JJ\rangle$. The total angular momentum is $F$, and $s_j$ is the 3j symbol of the stretched state. The interaction $H_Q=\frac16\sum_{ab}V_{ab}Q_{ab}$ has the first-order energy

$$
E(F)=(-1)^{J+I+F}\begin{Bmatrix}F&I&J\\2&J&I\end{Bmatrix}\frac{eQq_J}{4s_Js_I},
$$

and the stretched level $F=J+I$ lies at $eQq_J/4$. A nucleus of spin $3/2$ in a gradient that does not move has the energies $\pm eqQ/4$.

### Evaluating the 6j symbol with convenient operators

The 6j symbol depends on angular momenta and not on the operators that led to it. I may therefore replace $V$ and $Q$ by any two rank-2 tensors whose scalar product can be worked out by other means. The convenient choice, for $J,I\ge1$, is

$$
A_{ab}=\tfrac32(J_aJ_b+J_bJ_a)-\delta_{ab}\mathbf J^2,\qquad B_{ab}=\tfrac32(I_aI_b+I_bI_a)-\delta_{ab}\mathbf I^2 .
$$

Their stretched values are $A_{ZZ}=J(2J-1)$ and $B_{ZZ}=I(2I-1)$. These take the places of $q_J$ and $eQ$:

$$
\Big\langle\tfrac16\sum_{ab}A_{ab}B_{ab}\Big\rangle=(-1)^{J+I+F}\begin{Bmatrix}F&I&J\\2&J&I\end{Bmatrix}\frac{J(2J-1)I(2I-1)}{4s_Js_I}.
$$

Now the left side directly. The components of $\mathbf J$ commute with those of $\mathbf I$, so

$$
\sum_{ab}(J_aJ_b+J_bJ_a)(I_aI_b+I_bI_a)=2\sum_{ab}J_aJ_bI_aI_b+2\sum_{ab}J_aJ_bI_bI_a .
$$

The first sum on the right is $(\mathbf I\cdot\mathbf J)^2$. In the second I use $I_bI_a=I_aI_b-i\sum_c\epsilon_{abc}I_c$ and $\sum_{ab}\epsilon_{abc}J_aJ_b=iJ_c$. It becomes $(\mathbf I\cdot\mathbf J)^2-i\cdot i\,\mathbf I\cdot\mathbf J=(\mathbf I\cdot\mathbf J)^2+\mathbf I\cdot\mathbf J$. The whole expression is $4(\mathbf I\cdot\mathbf J)^2+2\,\mathbf I\cdot\mathbf J$, and the prefactor $\frac94$ turns it into $9(\mathbf I\cdot\mathbf J)^2+\frac92\mathbf I\cdot\mathbf J$.

The terms with $\delta_{ab}$ give $-3\mathbf I^2\mathbf J^2$ from each cross product and $+3\mathbf I^2\mathbf J^2$ from their own product, in total $-3\mathbf I^2\mathbf J^2$. After division by 6,

$$
\frac16\sum_{ab}A_{ab}B_{ab}=\tfrac32(\mathbf I\cdot\mathbf J)^2+\tfrac34\mathbf I\cdot\mathbf J-\tfrac12\mathbf I^2\mathbf J^2 .
$$

From $\mathbf F^2=\mathbf J^2+\mathbf I^2+2\,\mathbf I\cdot\mathbf J$ follows $\mathbf I\cdot\mathbf J=C/2$ with

$$
C=F(F+1)-I(I+1)-J(J+1).
$$

Inserting this gives $\frac38C^2+\frac38C-\frac12I(I+1)J(J+1)=\frac12N$, where

$$
N=\tfrac34C(C+1)-I(I+1)J(J+1).
$$

Hence

$$
\begin{Bmatrix}F&I&J\\2&J&I\end{Bmatrix}=(-1)^{J+I+F}\,\frac{2N\,s_Js_I}{IJ(2I-1)(2J-1)} .
$$

For a numerical value I still need $s_j$. The 3j symbols with $p=0$ are, up to the phase $(-1)^{j-m}$, proportional to $3m^2-j(j+1)$, and their squares add up to $1/5$. With $X=j(j+1)$ and the sums $\sum_mm^2=X(2j+1)/3$ and $\sum_mm^4=X(2j+1)(3X-1)/15$,

$$
\sum_m(3m^2-X)^2=X(2j+1)\left[\tfrac{9(3X-1)}{15}-2X+X\right]=\frac{X(2j+1)(4X-3)}5 .
$$

Since $4X-3=(2j-1)(2j+3)$, and $s_j$ is positive in the usual phase convention,

$$
s_j=\frac{j(2j-1)}{\sqrt{j(j+1)(2j+1)(2j-1)(2j+3)}} .
$$

### Casimir's formula and its limits

In the energy the factors $s_J$ and $s_I$ cancel:

$$
E(F)=\frac{eQq_J\,N}{2I(2I-1)J(2J-1)} .
$$

With $q_J=-qJ/(2J+3)$ this becomes, for $J\ge1$ and $I\ge1$,

$$
E(F)=-eqQ\,\frac{\frac34C(C+1)-I(I+1)J(J+1)}{2I(2I-1)(2J-1)(2J+3)} .
$$

The fraction is Casimir's function. The minus sign in front comes from the rotational average and not from the charge of the electron.

**Limit: stretched state.** For $F=J+I$, $C=2IJ$ and

$$
N=IJ\left[3IJ+\tfrac32-(I+1)(J+1)\right]=\tfrac12IJ(2I-1)(2J-1),
$$

so $E=eQq_J/4$, as found from the simple product.

**Limit: fast rotation.** For $J\to\infty$ set $F=J+k$. Then $k$ is the nuclear projection on $\mathbf J$, $C\approx2Jk$, and $N\approx J^2[3k^2-I(I+1)]$. With $q_J\to-q/2$,

$$
E\to\left(-\frac q2\right)eQ\,\frac{3k^2-I(I+1)}{4I(2I-1)} .
$$

This is the fixed-gradient formula with $q$ replaced by $-q/2$, the gradient along the rotation axis of a molecule turning in a plane.

**Centre of gravity.** The trace of $H_Q$ over all products $|Jm\rangle|Ik\rangle$ is a sum of products of the traces of $V_p$ and $Q_{-p}$, and each trace vanishes. Thus $\sum_F(2F+1)E(F)=0$.

### The level J = 1 with I = 3/2

Here $I(I+1)J(J+1)=15/2$ and $IJ(2I-1)(2J-1)=3$, so $E=eQq_1N/6$ with $q_1=-q/5$. Also $s_1=1/\sqrt{30}$ and $s_{3/2}=1/\sqrt{20}$, so $s_1s_{3/2}=1/\sqrt{600}$.

- $F=1/2$: $C=-5$, $N=15-\frac{15}2=\frac{15}2$. The 6j symbol is $-5/\sqrt{600}=-0.2041$ and $E=-eqQ/4$.
- $F=3/2$: $C=-2$, $N=\frac32-\frac{15}2=-6$. The 6j symbol is $-4/\sqrt{600}=-0.1633$ and $E=+eqQ/5$.
- $F=5/2$: $C=3$, $N=9-\frac{15}2=\frac32$. The 6j symbol is $-1/\sqrt{600}=-0.0408$ and $E=-eqQ/20$.

All three 6j symbols are negative, while the energies have both signs. The phase $(-1)^{J+I+F}$ makes the difference. The weighted sum is $2(-\frac14)+4(\frac15)+6(-\frac1{20})=0$.

### Strengths

The lower level has $J=0$ and $F=3/2$, with four states $|00\rangle|Ik\rangle$ that I take as equally populated. Let the light be polarized along $Z$ and let $d$ be the molecular dipole moment. The dipole operator $d\cos\theta$ acts on the rotor alone:

$$
d\cos\theta\,|00\rangle|Ik\rangle=\frac d{\sqrt3}|10\rangle|Ik\rangle .
$$

The strength of the component with upper level $F'$ is the squared projection on its states, summed over $k$ and $M$:

$$
S(F')=\frac{d^2}3(2F'+1)\sum_{kM}\begin{pmatrix}1&I&F'\\0&k&-M\end{pmatrix}^2=\frac{d^2}9(2F'+1).
$$

The sum is $1/3$ because the squares of a 3j symbol, summed over all projections, give 1, and each of the three rotor projections has an equal share. For $F'=1/2,3/2,5/2$ the strengths are in the ratio $2:4:6=1:2:3$. As shares of the whole line they are $1/6$, $1/3$ and $1/2$.

Another polarization gives the same ratio, since an equally populated lower level has no preferred direction. The ratio fails if the lower sublevels are unequally populated or if the light is strong enough to saturate the line. If the components overlap, it still holds for the strengths but cannot be read directly from peak heights.

The order 1:2:3 belongs to rising $F'$. The order in frequency depends on the sign of $eqQ$. For $eqQ<0$ the level $F'=3/2$ is lowest, then $5/2$, then $1/2$, and with rising frequency the strengths are 2:3:1. For $eqQ>0$ they are 1:3:2. In both cases the strongest component is the middle one, so the sign is read from which outer component is the weaker.

### Numbers for H35Cl

The bond length and $q$ come from second-order Møller–Plesset theory (MP2) with the inner shells of chlorine uncorrelated, in the uncontracted cc-pVTZ basis. A quartic through five energies, 0.04 bohr apart, has its minimum at 1.2727 Å. With the atomic masses of $^1$H and $^{35}$Cl as inputs and their reduced mass $m_r$, $B=h/(8\pi^2m_rr^2)=318.5$ GHz. The line centre is $2B=637$ GHz. This is an equilibrium value for a rigid molecule in one basis set; zero-point motion and centrifugal distortion are not in it. On the same MP2 curve, with a harmonic wavenumber of about 3060 cm$^{-1}$, zero-point averaging lowers $B$ to about 314 GHz. A distortion term $-DJ^2(J+1)^2$ with $D=4B^3/\omega^2$ ($\omega$ being the vibrational frequency in the units of $B$) lowers the line by a further $4D\approx61$ MHz.

In atomic units, with chlorine at the origin and the proton at distance $r$ on the axis,

$$
q=\frac2{r^3}-\Big\langle\sum_i\frac{3z_i^2-r_i^2}{r_i^5}\Big\rangle .
$$

The first term is the proton's, and the minus sign is the charge of the electrons. For MP2 I obtain the electronic term as an energy derivative: $\lambda$ times the operator in the brackets is added to the Hamiltonian, and the energy is differentiated numerically between $\lambda=\pm10^{-4}$. The result is $q=3.434$, of which the proton supplies 0.144. The electronic expectation value is therefore negative: weighted with $1/r^3$, the electrons favour the region around the plane perpendicular to the bond. The Hartree–Fock expectation value at the same bond length gives $q=3.618$, so correlation at the MP2 level lowers $q$ by 5% of the Hartree–Fock value.

The moment of $^{35}$Cl enters as a rounded input, $Q=-0.082$ b. One atomic unit of $q$ then corresponds to $eqQ/h=-19.267$ MHz, and

$$
\frac{eqQ}h=-19.267\times3.434\ \text{MHz}=-66.16\ \text{MHz}.
$$

The rounding of $Q$ alone permits no more than two figures, $-66$ MHz, and the second figure is not secure. Correlating the inner shells of chlorine in the same basis raises $q$ by 0.020 and gives $-66.55$ MHz. Averaging over zero-point motion, estimated from the Hartree–Fock $q(r)$, shifts $eqQ/h$ by about $-0.9$ MHz. The basis set was not varied. I keep further digits only for the arithmetic. The offsets from $2B$, in order of frequency, are

- $F'=3/2$: $\frac15(-66.16)=-13.2$ MHz, share $1/3$;
- $F'=5/2$: $-\frac1{20}(-66.16)=+3.3$ MHz, share $1/2$;
- $F'=1/2$: $-\frac14(-66.16)=+16.5$ MHz, share $1/6$.

The spacings are $|eqQ|/4h=16.5$ MHz and $|eqQ|/5h=13.2$ MHz, the wider one on the low-frequency side. This settles the two decisions for the rigid rotor. The weakest component goes to the high-frequency end. The centre $2B$ is the mean of the three frequencies weighted with their strengths, and taking the strongest component instead would make $B$ too large by half of 3.3 MHz. In the real molecule the weighted mean is $2B_0-4D$, with $B_0$ the vibrationally averaged constant. Since $4D\approx61$ MHz is much larger than 3.3 MHz, a measured triplet yields $B_0$ only after the distortion term has been added back.

### How good first order is

$H_Q$ also connects levels whose $J$ differs by 2. Its size is known from the fixed gradient: for $I=3/2$ the energies are $\pm eqQ/4$ whatever the direction of the axis, so $H_Q^2=(eqQ)^2/16$ as an operator identity. Acting on $J=0$, $H_Q$ leads entirely to $J=2$, which lies higher by $6B$. With $eqQ$ and $B$ both in frequency units, second-order perturbation theory lowers the $J=0$ level by

$$
\frac{(eqQ)^2}{16\cdot6B}=\frac{(eqQ)^2}{96B}=\frac{13.74\ \text{kHz}}{96}=0.143\ \text{kHz}.
$$

The upper level $F'=1/2$ has no partner in $J=3$, since $J=3$ and $I=3/2$ give at least $F=3/2$. Its line therefore moves up by the full 0.143 kHz. The other two upper levels are themselves pushed down by $J=3$, which offsets part of the shift. Diagonalizing the rotor with $H_Q$ in the product basis of $J=0$ to 4 gives the same 0.143 kHz as the largest deviation from the first-order offsets. This is about $10^{-5}$ of the spacings.

The neglected interactions set a different limit. A coupling of the chlorine spin to the rotation has the form $c\,\mathbf I\cdot\mathbf J$ and shifts the upper levels by $cC/2$, with $C=-5,-2,3$. These shifts are not in the ratio of the quadrupole energies, so a measured triplet with well-resolved lines can separate $c$ from $eqQ$. First-order quadrupole theory with one nucleus also ceases to suffice when proton hyperfine structure is resolved, or when an external field competes with $H_Q$ and $F$ is no longer conserved.
